**Dissipation dilution of a clamped string: finite elements against the closed formula**

The program examines Q = D/φ with 1/D = 2λ + (n²π² + 4)λ² at leading orders, where λ = (h/L)√(E/(12σ)), n is the mode number, φ the loss angle, h the thickness, L the length, E the Young modulus and σ the static stress. Hermite finite elements supply mode frequencies and bending fractions, which are asserted to agree with a closed formula derived from the wavenumber condition; the largest relative difference in 1/D is 2.6×10⁻⁵. Further assertions cover the λ² coefficient for n = 1 and 2, and Q from a complex eigenvalue in which only the bending stiffness is lossy. The division of bending energy between clamp layers and interior is asserted as well, together with a hinged control and the effect of fourfold stress. The loss by elongation, computed from the arc length over a cycle, is compared with its leading-order law at two amplitudes. For the model ribbon the output shows D = 1092 and Q = 1.09×10⁷ in the fundamental, against 10⁴ without tension. Clamp and curvature losses become equal near n = 21, and hinged ends would raise D of the fundamental to 4.86×10⁵.

## Numerical verification

```python
"""Dissipation dilution of a clamped string under tension.

Result under test: Q = D/phi, with
    1/D = 2 lam + (n^2 pi^2 + 4) lam^2 + higher orders,
    lam = (h/L) sqrt(E/(12 sigma)).
E: Young modulus, sigma: static stress, h: thickness, L: length,
n: mode number, phi: material loss angle, D: dilution factor.
Scaled problem on 0 < x < 1: lam^2 u'''' - u'' = Omega^2 u.
Closed form, up to exponentially small terms:
    k = n pi + 2 atan(s/sqrt(1+s^2)), s = lam k,
    Omega = k sqrt(1+s^2),
    1/D = (s^2/(1+s^2) + g)/(1-g),
    g = 2 lam/((1+2 s^2) sqrt(1+s^2)).
The independent road is a Hermite finite-element calculation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.linalg import eigh, lu_factor, lu_solve


def closed_form(lam, n):
    """Scaled frequency and 1/D from the wavenumber condition."""
    k = n * np.pi
    for _ in range(200):
        s = lam * k
        k = n * np.pi + 2 * np.arctan(s / np.sqrt(1 + s * s))
    s = lam * k
    g = 2 * lam / ((1 + 2 * s * s) * np.sqrt(1 + s * s))
    inverse_d = (s * s / (1 + s * s) + g) / (1 - g)
    return k * np.sqrt(1 + s * s), inverse_d


def make_mesh(lam, coarse=0.003):
    """Symmetric mesh, fine within 12 lam of each end."""
    step = min(lam / 5, coarse)
    points = [0.0]
    while points[-1] < 0.5:
        if points[-1] > 12 * lam:
            step = min(1.3 * step, coarse)
        points.append(points[-1] + step)
    left = np.array([p for p in points if p < 0.5 - 0.5 * step])
    return np.concatenate([left, [0.5], 1 - left[::-1]])


class StringModes:
    """Finite-element modes; degrees of freedom are u and u' at nodes."""

    def __init__(self, lam, count, hinged=False):
        self.lam = lam
        self.x = make_mesh(lam)
        size = 2 * len(self.x)
        bend = np.zeros((size, size))
        tens = np.zeros((size, size))
        mass = np.zeros((size, size))
        self.bend_elements = []
        for i, l in enumerate(np.diff(self.x)):
            b = lam**2 / l**3 * np.array([
                [12, 6*l, -12, 6*l],
                [6*l, 4*l*l, -6*l, 2*l*l],
                [-12, -6*l, 12, -6*l],
                [6*l, 2*l*l, -6*l, 4*l*l]])
            t = 1 / (30 * l) * np.array([
                [36, 3*l, -36, 3*l],
                [3*l, 4*l*l, -3*l, -l*l],
                [-36, -3*l, 36, -3*l],
                [3*l, -l*l, -3*l, 4*l*l]])
            m = l / 420 * np.array([
                [156, 22*l, 54, -13*l],
                [22*l, 4*l*l, 13*l, -3*l*l],
                [54, 13*l, 156, -22*l],
                [-13*l, -3*l*l, -22*l, 4*l*l]])
            part = slice(2 * i, 2 * i + 4)
            bend[part, part] += b
            tens[part, part] += t
            mass[part, part] += m
            self.bend_elements.append(b)
        fixed = [0, size - 2] if hinged else [0, 1, size - 2, size - 1]
        free = np.setdiff1d(np.arange(size), fixed)
        pick = np.ix_(free, free)
        self.bend, self.tens, self.mass = bend[pick], tens[pick], mass[pick]
        # The inverse pencil keeps the low modes accurate.
        top = len(free)
        values, vectors = eigh(self.mass, self.bend + self.tens,
                               subset_by_index=[top - count, top - 1])
        self.omega = 1 / np.sqrt(values[::-1])
        vectors = vectors[:, ::-1]
        self.full = np.zeros((size, count))
        self.full[free] = vectors
        total = np.einsum('ij,ij->j', vectors,
                          (self.bend + self.tens) @ vectors)
        bending = np.einsum('ij,ij->j', vectors, self.bend @ vectors)
        self.total = total
        self.inverse_d = bending / total

    def split(self, n, distance):
        """Bending energy near the ends and inside, over total energy."""
        v = self.full[:, n - 1]
        near = inside = 0.0
        middle = 0.5 * (self.x[1:] + self.x[:-1])
        for i, b in enumerate(self.bend_elements):
            part = v[2 * i:2 * i + 4]
            energy = part @ b @ part / self.total[n - 1]
            if distance < middle[i] < 1 - distance:
                inside += energy
            else:
                near += energy
        return near, inside


# Model parameters in eV, angstrom and electron masses
young = 1.5          # eV/A^3
stress = 0.006       # eV/A^3
thickness = 500.0    # A
length = 5.0e6       # A
density = 3500.0     # electron masses per A^3
phi = 1.0e-4
lam = thickness / length * np.sqrt(young / (12 * stress))

# Closed form against finite elements, including large s
worst = 0.0
string = StringModes(lam, 42)
for model, modes in ((string, (1, 2, 5, 10, 21, 42)),
                     (StringModes(0.05, 5), (1, 2, 3, 5))):
    for n in modes:
        omega, inverse_d = closed_form(model.lam, n)
        assert abs(model.omega[n - 1] / omega - 1) < 2e-4
        error = abs(model.inverse_d[n - 1] / inverse_d - 1)
        worst = max(worst, error)
assert worst < 2e-4   # finite mesh: about (k * element size)^4/720

# Second-order coefficient, extrapolated to vanishing lam
coefficient = []
for n in (1, 2):
    rest = []
    for small in (0.01, 0.005):
        value = StringModes(small, n).inverse_d[n - 1]
        rest.append((value - 2 * small) / small**2)
    coefficient.append(2 * rest[1] - rest[0])
    # remaining error is of order small^2 times a large coefficient
    assert abs(coefficient[-1] - (n * n * np.pi**2 + 4)) < 0.25

# Q from a complex eigenvalue: only the bending stiffness is lossy
damped = StringModes(0.02, 1)
test_phi = 1e-3
stiffness = damped.tens + (1 + 1j * test_phi) * damped.bend
factors = lu_factor(stiffness)
vector = np.ones(len(stiffness), dtype=complex)
for _ in range(35):
    vector = lu_solve(factors, damped.mass @ vector)
    vector /= np.abs(vector).max()
square = (vector @ stiffness @ vector) / (vector @ damped.mass @ vector)
q_complex = square.real / square.imag
q_energy = 1 / (test_phi * closed_form(0.02, 1)[1])
assert abs(q_complex / q_energy - 1) < 1e-3

# Where the bending energy sits
pieces = {n: string.split(n, 8 * lam) for n in (1, 5, 10, 21, 42)}
for n in (1, 5, 10, 21):
    near, inside = pieces[n]
    assert abs(near / (2 * lam) - 1) < 0.01
    assert abs(inside / (n * np.pi * lam)**2 - 1) < 0.01
crossover = np.sqrt(2 / lam) / np.pi
n_cross = int(round(crossover))
near, inside = string.split(n_cross, 8 * lam)
clamp_share = near / (near + inside)
assert abs(clamp_share - 0.5) < 0.02

# Control: hinged ends have no clamp layer
hinged = StringModes(lam, 1, hinged=True)
s_hinged = np.pi * lam
assert abs(hinged.inverse_d[0] * (1 + s_hinged**2) / s_hinged**2 - 1) < 1e-3

# Fourfold stress at the same modulus, size and vibration amplitude
tight = StringModes(lam / 2, 1)
stored_ratio = 4 * (tight.omega[0] / string.omega[0])**2
loss_ratio = stored_ratio * tight.inverse_d[0] / string.inverse_d[0]
q_ratio = string.inverse_d[0] / tight.inverse_d[0]
assert abs(stored_ratio / 4 - 1) < 0.01
assert abs(loss_ratio / 2 - 1) < 0.01
assert abs(q_ratio / 2 - 1) < 0.01

# Viscous loss by elongation, from the arc length over one cycle
mode = string.full[:, 0] / np.abs(string.full[0::2, 0]).max()
slope = mode[1::2]
curvature_square = (string.inverse_d[0] * string.total[0] / lam**2
                    / np.abs(string.full[0::2, 0]).max()**2)
phase = 2 * np.pi * np.arange(64) / 64
elongation = []
for amplitude in (thickness, 3 * thickness):
    strain = []
    for c in np.cos(phase):
        tilt = (amplitude / length * c * slope)**2
        strain.append(trapezoid(tilt / (1 + np.sqrt(1 + tilt)), string.x))
    harmonics = np.fft.rfft(strain) / len(phase)
    order = np.arange(len(harmonics))
    stretch_rate = 2 * np.sum(order**2 * np.abs(harmonics)**2)
    bend_rate = (0.5 * thickness**2 / 12 * amplitude**2 / length**4
                 * curvature_square)
    ratio = stretch_rate / bend_rate
    law = 0.75 * np.pi**2 * lam * (amplitude / thickness)**2
    assert abs(ratio / law - 1) < 0.02
    elongation.append(ratio)

# Fundamental frequency through atomic units, checked in SI units
hartree = const.value('Hartree energy in eV')
bohr = const.value('Bohr radius') / const.angstrom
stress_au = stress * bohr**3 / hartree
density_au = density * bohr**3
omega_au = string.omega[0] / (length / bohr) * np.sqrt(stress_au / density_au)
quantum = omega_au * hartree
stress_si = stress * const.e / const.angstrom**3
density_si = density * const.m_e / const.angstrom**3
frequency = (string.omega[0] / (length * const.angstrom)
             * np.sqrt(stress_si / density_si) / (2 * np.pi))
assert abs(quantum * const.e / const.h / frequency - 1) < 1e-6

print(f"Young modulus E = {young:.3f} eV/A^3")
print(f"static stress sigma = {stress:.4f} eV/A^3")
print(f"prestrain sigma/E = {stress / young:.4f}")
print(f"thickness h = {thickness:.0f} A")
print(f"length L = {length:.2e} A")
print(f"density = {density:.0f} electron masses/A^3")
print(f"loss angle phi = {phi:.1e}, Q0 = {1 / phi:.0f}")
print(f"lam = {lam:.4e}")
print(f"clamp-layer length lam*L = {lam * length:.1f} A")
print(f"hbar*omega, n=1 = {quantum:.4e} eV")
print(f"frequency, n=1 = {frequency / 1e3:.1f} kHz")
print(f"clamp term 2 lam = {2 * lam:.4e}")
print(f"curvature term, n=1 = {(np.pi * lam)**2:.4e}")
print(f"correction 4 lam^2 = {4 * lam**2:.4e}")
print(f"crossover mode number n* = {crossover:.2f}")
print("finite elements: near = within 8 lam of a clamp")
print("n, near/total, inside/total, D, Q")
for n, (near, inside) in pieces.items():
    d = 1 / string.inverse_d[n - 1]
    print(f"{n:2d} {near:.4e} {inside:.4e} {d:7.1f} {d / phi:.4e}")
print("n, D closed form, D second-order expansion")
for n in pieces:
    series = 2 * lam + (n * n * np.pi**2 + 4) * lam**2
    print(f"{n:2d} {1 / closed_form(lam, n)[1]:7.1f} {1 / series:7.1f}")
print(f"clamp share of bending, n={n_cross}: {clamp_share:.4f}")
print(f"largest relative error of closed 1/D = {worst:.1e}")
for n, value in zip((1, 2), coefficient):
    print(f"lam^2 coefficient n={n}: {value:.3f}, "
          f"formula {n * n * np.pi**2 + 4:.3f}")
print(f"lam=0.02, phi=0.001: Q complex = {q_complex:.2f}")
print(f"lam=0.02, phi=0.001: Q formula = {q_energy:.2f}")
print(f"hinged ends, n=1: D = {1 / hinged.inverse_d[0]:.4e}")
print(f"stress x4: stored energy x {stored_ratio:.4f}")
print(f"stress x4: bending loss x {loss_ratio:.4f}")
print(f"stress x4: Q x {q_ratio:.4f}")
print(f"elongation/bending loss, a=h: {elongation[0]:.3e}")
print(f"elongation/bending loss, a=3h: {elongation[1]:.3e}")
print("tests ok")
```

Running it gives:

```
Young modulus E = 1.500 eV/A^3
static stress sigma = 0.0060 eV/A^3
prestrain sigma/E = 0.0040
thickness h = 500 A
length L = 5.00e+06 A
density = 3500 electron masses/A^3
loss angle phi = 1.0e-04, Q0 = 10000
lam = 4.5644e-04
clamp-layer length lam*L = 2282.2 A
hbar*omega, n=1 = 2.2730e-09 eV
frequency, n=1 = 549.6 kHz
clamp term 2 lam = 9.1287e-04
curvature term, n=1 = 2.0562e-06
correction 4 lam^2 = 8.3333e-07
crossover mode number n* = 21.07
finite elements: near = within 8 lam of a clamp
n, near/total, inside/total, D, Q
 1 9.1370e-04 2.0600e-06  1092.0 1.0920e+07
 5 9.1363e-04 5.1495e-05  1036.1 1.0361e+07
10 9.1343e-04 2.0594e-04   893.4 8.9336e+06
21 9.1264e-04 9.0742e-04   549.4 5.4943e+06
42 9.1145e-04 3.6179e-03   220.8 2.2078e+06
n, D closed form, D second-order expansion
 1  1092.0  1092.0
 5  1036.1  1036.2
10   893.4   893.4
21   549.4   549.3
42   220.8   220.2
clamp share of bending, n=21: 0.5014
largest relative error of closed 1/D = 2.6e-05
lam^2 coefficient n=1: 13.881, formula 13.870
lam^2 coefficient n=2: 43.597, formula 43.478
lam=0.02, phi=0.001: Q complex = 21907.60
lam=0.02, phi=0.001: Q formula = 21907.58
hinged ends, n=1: D = 4.8634e+05
stress x4: stored energy x 3.9963
stress x4: bending loss x 1.9950
stress x4: Q x 2.0032
elongation/bending loss, a=h: 3.365e-03
elongation/bending loss, a=3h: 3.028e-02
tests ok
```
